# Why parallel Arrhenius channels make the Arrhenius plot curve upward

A metal-alkyl fragment sits on a semiconductor surface during vapour-phase growth. It can give its alkyl group to a neighbouring hydrogen atom and release an alkane, it can lose the alkyl group directly, or it can desorb whole. Each process has its own barrier. The lifetime of the fragment is measured at several temperatures, and the logarithm of the inverse lifetime is plotted against inverse temperature. The slope gives an activation energy, but it need not equal any of the three barriers, and it changes along the plot. If the barriers and prefactors are constant, how fast it changes, and in which direction, follows from the spread of the barriers, weighted by the share of escapes over each.

## The model and its weights

The fragment starts in one fixed configuration, with fixed neighbours, and leaves through $N$ parallel channels with rates

$$k_i(\beta)=A_i e^{-\beta E_i},\qquad \beta=\frac{1}{k_BT}.$$

The prefactors $A_i>0$ and the barriers $E_i$ are taken as independent of temperature. The algebra is in atomic units, so $E_i$ is in hartree and $\beta$ in inverse hartree. The final formula contains no constants and keeps its form when energies are in eV. In $\ln k$ the rate is divided by a fixed reference rate, which drops out of every derivative.

Each channel acts as an independent clock: the probability that channel $i$ has not fired by time $t$ is $e^{-k_it}$. The fragment survives if no clock has fired, which has probability

$$\prod_i e^{-k_it}=e^{-kt},\qquad k=\sum_i k_i .$$

The rates therefore add, and the mean lifetime is $1/k$. Channel $i$ causes the escape in the interval $dt$ if the fragment has survived to $t$ and clock $i$ then fires. Its share of all escapes is

$$w_i=\int_0^\infty k_i e^{-kt}\,dt=\frac{k_i}{k}.$$

These are the fractions in which a kinetic Monte Carlo simulation selects the events. They are positive and sum to one, so they define averages over escapes, $\langle X\rangle=\sum_i w_iX_i$. The result to be derived is

$$\boxed{\;\frac{d^2\ln k}{d\beta^2}=\sum_i w_i\,(E_i-\langle E\rangle)^2\equiv V\ge 0\;}$$

## First derivation: following the shares

Differentiating one rate gives $dk_i/d\beta=-E_ik_i$. Summing over channels and dividing by $k$,

$$\frac{d\ln k}{d\beta}=\frac1k\sum_i(-E_ik_i)=-\langle E\rangle .$$

The apparent activation energy, defined as minus the local slope, is the mean barrier weighted by flux. The barriers are constant, so it can change only through the shares. By the quotient rule,

$$\frac{dw_i}{d\beta}=\frac{1}{k}\frac{dk_i}{d\beta}-\frac{k_i}{k^2}\frac{dk}{d\beta}
=-E_iw_i+w_i\langle E\rangle=-w_i(E_i-\langle E\rangle).$$

On cooling, $\beta$ grows. Channels with barriers below the mean gain share, and those above it lose share. The mean barrier then changes as

$$\frac{d\langle E\rangle}{d\beta}=\sum_iE_i\frac{dw_i}{d\beta}
=-\sum_i w_iE_i^2+\langle E\rangle\sum_i w_iE_i
=-\left(\langle E^2\rangle-\langle E\rangle^2\right).$$

To see that the bracket is $V$, expand the square:

$$\sum_iw_i(E_i-\langle E\rangle)^2=\langle E^2\rangle-2\langle E\rangle^2+\langle E\rangle^2=\langle E^2\rangle-\langle E\rangle^2 .$$

Since $d^2\ln k/d\beta^2=-d\langle E\rangle/d\beta$, the two minus signs cancel and the boxed result follows. The variance vanishes only if every $E_i$ equals the mean, that is, if all barriers are equal. Otherwise the plot is strictly convex.

With $d\beta/dT=-1/(k_BT^2)$, the same result says how the apparent energy changes with temperature:

$$\frac{d\langle E\rangle}{dT}=\frac{V}{k_BT^2}.$$

It rises on heating, because flux moves to the higher barriers. If the horizontal axis is $1/T=k_B\beta$, the chain rule gives a curvature $V/k_B^2$, with the same sign.

## Second derivation: reweighting the escapes

The second route differentiates no shares. It takes the escapes at one temperature and asks what they say about another. Let the inverse thermal energy change from $\beta$ to $\beta+\delta$, where $\delta$ may be finite and of either sign. Each rate acquires a factor $e^{-\delta E_i}$, so

$$\frac{k(\beta+\delta)}{k(\beta)}=\sum_i\frac{k_i(\beta)}{k(\beta)}e^{-\delta E_i}=\langle e^{-\delta E}\rangle ,$$

with the average taken at the original $\beta$. Write $m=\langle E\rangle$ and take out the factor $e^{-\delta m}$:

$$\ln k(\beta+\delta)=\ln k(\beta)-\delta m+\ln\left\langle e^{-\delta(E-m)}\right\rangle. \tag{1}$$

The first two terms on the right are the tangent at $\beta$ if $-m$ is the slope, which the expansion confirms. For small $\delta$,

$$\left\langle e^{-\delta(E-m)}\right\rangle
=1-\delta\langle E-m\rangle+\frac{\delta^2}{2}\langle(E-m)^2\rangle+O(\delta^3)
=1+\frac{\delta^2}{2}V+O(\delta^3),$$

because $\langle E-m\rangle=0$. Using $\ln(1+x)=x+O(x^2)$ with $x$ of order $\delta^2$,

$$\ln k(\beta+\delta)=\ln k(\beta)-\delta m+\frac{\delta^2}{2}V+O(\delta^3).$$

A Taylor series has unique coefficients. The coefficient of $\delta$ is the slope, $-m$, and that of $\delta^2/2$ is the second derivative, $V$.

Equation (1) also holds without expansion. Since $e^{-x}\ge1-x$ for every real $x$, with equality only at $x=0$,

$$\left\langle e^{-\delta(E-m)}\right\rangle\ge 1-\delta\langle E-m\rangle=1 .$$

The curve therefore lies on or above each of its tangents, at any distance. Extrapolating a local slope, to higher or lower temperature, underestimates the total rate unless all barriers are equal.

## What each derivation assumes

Both derivations need rates that add and a fixed starting configuration. They differ in how much they ask of the individual rates.

The first is local. It uses the behaviour of each $k_i$ at one temperature, so it extends directly to prefactors that vary. Let $a_i(\beta)=\ln A_i(\beta)$, with primes for derivatives in $\beta$. Each channel then has its own local activation energy $\epsilon_i=E_i-a_i'$, since $d\ln k_i/d\beta=-\epsilon_i$. The steps above give $-d\ln k/d\beta=\langle\epsilon\rangle$ and $dw_i/d\beta=-w_i(\epsilon_i-\langle\epsilon\rangle)$. Now $\epsilon_i$ also changes, at the rate $-a_i''$, and therefore

$$\frac{d^2\ln k}{d\beta^2}=-\sum_i\frac{dw_i}{d\beta}\epsilon_i-\sum_iw_i\frac{d\epsilon_i}{d\beta}
=\mathrm{Var}_w(\epsilon)+\langle a''\rangle. \tag{2}$$

The last term can be negative, so convexity is no longer guaranteed.

The second derivation uses the factor $e^{-\delta E_i}$ between two temperatures, which requires each rate to have the form $A_ie^{-\beta E_i}$ with constant $A_i$ and $E_i$ over the whole interval. A barrier linear in temperature, $E_i-TS_i$, has this form, with $e^{S_i/k_B}$ absorbed in the prefactor. In return it gives a statement about finite temperature changes, and it shows that the total rate, the shares and the barriers at one temperature fix the total rate at every other temperature where the model holds.

## Where the curvature is large

For two channels with $\Delta=E_2-E_1>0$, the mean is $E_1+w_2\Delta$. The deviations are $-w_2\Delta$ and $w_1\Delta$, and

$$V=w_1w_2^2\Delta^2+w_2w_1^2\Delta^2=w_1w_2\Delta^2 ,$$

since $w_1+w_2=1$. The ratio of the shares is $w_1/w_2=e^{x}$ with $x=\beta\Delta-\ln(A_2/A_1)$, so

$$V=\frac{\Delta^2e^x}{(1+e^x)^2}=\frac{\Delta^2}{4\cosh^2(x/2)} .$$

The curvature peaks at $\Delta^2/4$ where the two rates are equal, $x=0$. This happens at a positive temperature only if $A_2>A_1$: the channel with the higher barrier must have the larger prefactor. With equal prefactors the low barrier carries most of the flux at every temperature, and for $\beta\Delta\gg1$ the curvature falls to about $\Delta^2e^{-\beta\Delta}$. Two very different barriers may therefore give a nearly straight plot.

For any number of channels, let $c$ be the midpoint between the lowest and highest barriers. The mean minimises the mean square deviation, so

$$V\le\langle(E-c)^2\rangle\le\frac{(E_{\max}-E_{\min})^2}{4}.$$

## Three fates of a surface fragment

The fragment of the opening is now given round parameters, with prefactors that increase from a tight to a loose transition state. At 800 K, $k_BT=0.06894$ eV, and the Arrhenius law gives:

| Channel | $A_i$ (1/s) | $E_i$ (eV) | $k_i$ (1/s) | $w_i$ |
|---|---|---|---|---|
| alkane elimination | $10^{11}$ | 1.4 | 151.5 | 0.3124 |
| alkyl loss | $10^{13}$ | 1.7 | 195.2 | 0.4025 |
| desorption | $10^{16}$ | 2.2 | 138.2 | 0.2851 |

The total rate is 484.9 1/s and the mean lifetime 2.06 ms. The apparent energy is

$$\langle E\rangle=0.3124(1.4)+0.4025(1.7)+0.2851(2.2)=1.749\ \text{eV}.$$

The deviations from it are $-0.349$, $-0.049$ and $+0.451$ eV, so

$$V=0.3124(0.349)^2+0.4025(0.049)^2+0.2851(0.451)^2=0.097\ \text{eV}^2 .$$

This is $1.31\times10^7$ K$^2$ on an axis of $1/T$. The upper bound for these barriers is $(0.8)^2/4=0.16$ eV$^2$. The middle channel has the largest share, but its own term in the sum is small, because its barrier lies close to the mean. Its presence still matters, since it takes weight from the outer two: without it, they would give 0.160 eV$^2$.

The variance is also the spread of the barriers over individual escapes, when the channel of each escape and its barrier are known. In a simulation at 800 K, three exponential waiting times were drawn for each of 400 000 fragments, and the barrier of the earliest event was recorded. The recorded barriers had a variance of 0.0971 eV$^2$, with a standard error of 0.0001 eV$^2$.

Repeating the average with the shares at other temperatures gives an apparent energy of 1.586 eV at 700 K and 1.912 eV at 900 K. The local formula roughly agrees with this rise of 0.33 eV: $V/(k_BT^2)$ at 800 K is $0.097/(0.06894\times800)=0.0018$ eV/K, or about 0.35 eV over 200 K if held constant.

Such a change is hard to see in the plot. A least-squares line through $\ln k$ at nine equally spaced temperatures from 700 to 900 K has an activation energy of 1.73 eV, and the rate departs from that line by at most 9.4 percent of the line's value. Scatter of ten percent in the data could hide the curvature, although the local slope changes by about a fifth of its value.

Extrapolation reveals it. From 800 K to 600 K, $\delta=4.835$ eV$^{-1}$, and by equation (1) the ratio of the true rate to the tangent is

$$0.3124\,e^{4.835(0.349)}+0.4025\,e^{4.835(0.049)}+0.2851\,e^{-4.835(0.451)}\approx1.69+0.51+0.03=2.23 .$$

The true rate at 600 K is 0.23 1/s, and the tangent gives less than half of it. Keeping only the quadratic term would give a ratio $e^{V\delta^2/2}\approx3.1$, which is too large. The curvature at 800 K describes the neighbourhood of 800 K, and over this distance the change of the shares matters.

## Sensitivity to the barriers

Suppose the desorption barrier is wrong by 0.1 eV, with all else fixed at 800 K. The curvature becomes 0.074 eV$^2$ for a barrier of 2.1 eV and 0.062 eV$^2$ for 2.3 eV. It falls in both directions, for different reasons.

Let $s$ be the desorption share, $D$ the distance from the mean barrier of the other two channels to the desorption barrier, and $V_r$ the variance within those two. The overall mean lies $sD$ above the mean of the pair. Desorption deviates from it by $(1-s)D$, and the pair has mean square deviation $V_r+s^2D^2$. Hence

$$V=s(1-s)^2D^2+(1-s)(V_r+s^2D^2)=s(1-s)D^2+(1-s)V_r .$$

A shift of 0.1 eV changes the desorption rate by a factor $e^{0.1/0.06894}=4.3$. Raising the barrier cuts $s$ from 0.29 to about 0.09, and the loss in $s(1-s)$ outweighs the larger $D$. Lowering it raises $s$ to about 0.63. Then $s(1-s)$ grows slightly, from 0.20 to 0.23, but $D$ shrinks from 0.63 to 0.53 eV and less flux remains in the pair.

## When the conditions fail

**Varying prefactors.** For $A_i\propto T^{n_i}\propto\beta^{-n_i}$, $a_i'=-n_i/\beta$ and $a_i''=n_i/\beta^2$. Equation (2) becomes

$$\frac{d^2\ln k}{d\beta^2}=\mathrm{Var}_w(E_i+n_ik_BT)+\langle n\rangle(k_BT)^2 .$$

Trial powers $-1$, $0$, $+1$ for elimination, alkyl loss and desorption, with the rates at 800 K unchanged, raise the curvature from 0.097 to 0.132 eV$^2$. The last term is only about $-0.0001$ eV$^2$. The increase comes from the outer local energies moving apart by $2k_BT=0.14$ eV.

Hydrogen tunnelling is another varying prefactor. The lowest-order Wigner factor is $1+(\beta\omega)^2/24$, where $\omega$ is the magnitude of the imaginary barrier frequency. With $\omega$ equivalent to 0.12 eV in the elimination channel, the factor is 1.13 at 800 K and equation (2) gives 0.102 eV$^2$.

**Thermal starting states.** Suppose the fragment has several starting states $s$, with energies $\varepsilon_s$ and weights $g_s$, which exchange fast enough to keep Boltzmann populations $p_s=g_se^{-\beta\varepsilon_s}/Z$. The averaged rate is

$$\bar k=\frac{1}{Z}\sum_{s,i}g_sA_{si}e^{-\beta(E_{si}+\varepsilon_s)},\qquad Z=\sum_sg_se^{-\beta\varepsilon_s}.$$

Numerator and denominator are both sums of exponentials with constant coefficients, so the boxed result applies to each. Subtracting the logarithms,

$$\frac{d^2\ln\bar k}{d\beta^2}=\mathrm{Var}_w(E+\varepsilon)-\mathrm{Var}_p(\varepsilon),$$

where $w$ is now the flux share of each pair of state and channel. If all saddle energies $E+\varepsilon$ are equal, the first term vanishes, and the plot bends downward provided the starting energies $\varepsilon_s$ are not all equal. Two states of equal weight 0.2 eV apart, with barriers 1.7 and 1.5 eV and equal prefactors, give $-0.002$ eV$^2$ at 800 K.

**Steps in series.** If the fragment must pass through irreversible steps one after another, their mean times $\tau_i=e^{\beta E_i}/A_i$ add, and the effective rate is $1/\sum_i\tau_i$. The sum of times has exponentials of $+\beta E_i$. Its logarithm is convex by the same algebra, with time shares $v_i=\tau_i/\sum_j\tau_j$ as weights, and the logarithm of the rate is its negative:

$$\frac{d^2\ln k_{\text{series}}}{d\beta^2}=-\mathrm{Var}_v(E).$$

The three example steps placed in series would give $-0.119$ eV$^2$ at 800 K. Parallel channels favour the fastest process, whereas a series is held up by the slowest.

## Beside a real growth surface

The parameters are rough values meant for the regime of a metal-alkyl fragment on GaAs in metal-organic vapour phase epitaxy, towards the cool end of its temperature range. They are not measured constants. The rate $k$ is the inverse lifetime of the fragment and not the growth rate, which also depends on the supply of precursor, the coverage and the metal lost by desorption. The assumption most exposed on a real surface is that of fixed neighbours, because elimination needs an adjacent hydrogen atom. Suppose that atom is bound by 1.0 eV, exchanges quickly, and is present half of the time at 800 K, with odds of presence to absence proportional to $e^{\beta(1.0\ \text{eV})}$. Holding the occupation at one half gives a curvature of 0.088 eV$^2$; letting it follow the temperature gives 0.156 eV$^2$. This difference of 0.068 eV$^2$ is larger than the shifts from the trial powers of $T$ (0.035 eV$^2$) and from tunnelling (0.005 eV$^2$). Weak trends in the prefactors matter too: the trial powers of $T$ above change each prefactor by less than a third between 700 and 900 K, yet they raise the curvature at 800 K by more than a third. Reading a measured curvature as a barrier variance therefore requires parallel channels, and evidence that the temperature dependence of the surroundings, of the prefactors and of the populations of the fragment's own starting states contributes little to the curvature itself.
